# Spin-orbit coupling and Berry phase in the linear E x e Jahn-Teller model, part 1

(Sections cited here and not found follow in the second part.)

## First half: the energy surfaces and the threshold

### A cut through the problem

Take two electronic states whose energies respond oppositely to a displacement \(q\) of one vibrational mode. In dimensionless \(q\), the elastic energy is \(\tfrac12\hbar\omega q^2\), with \(\hbar\omega\) the vibrational quantum. The linear response is \(+fq\) for one state and \(-fq\) for the other, with \(f>0\) an energy. Let spin-orbit coupling mix the states through an imaginary matrix element of size \(\Delta/2\):

\[
H=\begin{pmatrix}\tfrac12\hbar\omega q^2+fq & -\tfrac{i}{2}\Delta\\ \tfrac{i}{2}\Delta & \tfrac12\hbar\omega q^2-fq\end{pmatrix},\qquad \Delta>0 .
\]

Without the mixing there are two displaced parabolas. Completing the square gives

\[
\tfrac12\hbar\omega q^2\pm fq=\tfrac12\hbar\omega\Big(q\pm\frac{f}{\hbar\omega}\Big)^2-\frac{f^2}{2\hbar\omega}.
\]

Each parabola thus gains the stabilization energy

\[
E_{\rm JT}=\frac{f^2}{2\hbar\omega}
\]

by moving away from \(q=0\). With the mixing, the characteristic equation of the traceless part is \(\lambda^2-f^2q^2-\Delta^2/4=0\), so the lower energy is \(\tfrac12\hbar\omega q^2-\sqrt{f^2q^2+\Delta^2/4}\). For small \(q\) the root is \(\Delta/2+f^2q^2/\Delta\) up to terms of order \(q^4\), and

\[
W_-(q)\simeq-\frac{\Delta}{2}+\frac12\Big(\hbar\omega-\frac{2f^2}{\Delta}\Big)q^2 .
\]

The bracket is negative for \(\Delta<2f^2/\hbar\omega=4E_{\rm JT}\) and positive for larger \(\Delta\). The factor four is already visible here. A distortion gains energy by choosing one of the two real states, whereas spin-orbit coupling gains energy by combining them with a relative phase \(\pm i\). The full model has two coordinates instead of one, and this adds a Berry phase.

### Setting and assumptions

Consider a molecule or defect with a threefold axis \(z\) and vertical mirror planes. One unpaired electron occupies a degenerate pair of real orbitals of type E, which gives a \({}^2E\) term. One pair of vibrational coordinates \((q_x,q_y)\), also of type e, is active. The lengths are scaled so that the nuclear Hamiltonian without electronic coupling is

\[
\tfrac12\hbar\omega\big(-\partial_{q_x}^2-\partial_{q_y}^2+q_x^2+q_y^2\big).
\]

Polar coordinates are \(q_x=q\cos\varphi\), \(q_y=q\sin\varphi\). Pauli matrices \(\sigma_x,\sigma_y,\sigma_z\) act on the two orbitals, and \(s_x,s_y,s_z\) act on the spin.

The assumptions are these.

1. The mode is harmonic and the vibronic coupling is linear in \(q\).
2. Spin-orbit coupling is taken within the doublet at its value for \(q=0\). Other electronic terms are left out.
3. "Distortion" means a minimum of the lower adiabatic surface away from \(q=0\). Nuclear motion is treated in the second half.

The form of the linear coupling follows from symmetry. A rotation of the orbital pair by an angle \(\alpha\) is the real matrix \(\mathcal R=\cos\alpha-i\sin\alpha\,\sigma_y\). Multiplication gives

\[
\mathcal R\sigma_z\mathcal R^{-1}=\cos2\alpha\,\sigma_z+\sin2\alpha\,\sigma_x,\qquad
\mathcal R\sigma_x\mathcal R^{-1}=-\sin2\alpha\,\sigma_z+\cos2\alpha\,\sigma_x .
\]

The pair \((\sigma_z,\sigma_x)\) therefore turns as a plane vector by \(2\alpha\). For \(\alpha=120^\circ\) this is a turn by \(-120^\circ\). The sign of \(q_y\) can be chosen so that \((q_x,q_y)\) turns in the same sense. The threefold rotation then permits the scalar product \(q_x\sigma_z+q_y\sigma_x\) and the cross product \(q_x\sigma_x-q_y\sigma_z\). The mirror that reverses \(q_y\) and the second orbital reverses \(\sigma_x\) but not \(\sigma_z\), so it forbids the cross product. A linear term multiplying the unit matrix is absent because no component of \(\mathbf q\) is invariant. The operator \(\sigma_y\) is imaginary and cannot occur in a real, spin-free Hamiltonian. What remains is \(f(q_x\sigma_z+q_y\sigma_x)\), and \(f>0\) can be arranged by reversing \(\mathbf q\).

### The theorem

**Theorem.** Under these assumptions the adiabatic Hamiltonian separates into two spin blocks \(s=\pm1\),

\[
H_s=\tfrac12\hbar\omega q^2+f(q_x\sigma_z+q_y\sigma_x)+\tfrac12\Delta\,s\,\sigma_y ,
\]

where \(\Delta>0\) is the full splitting of the term at \(q=0\). Put \(x=\Delta/(4E_{\rm JT})\). Then:

(a) For \(x<1\) the minima of the lower surface form a ring of radius
\[
q_0=\frac{f}{\hbar\omega}\sqrt{1-x^2}.
\]
For \(x\ge1\) the surface has a single minimum, at \(q=0\).

(b) For \(x<1\) the ring lies below the symmetric point by \(D=E_{\rm JT}(1-x)^2\).

(c) For \(0<x<1\) the Berry phase of the lower state, taken once counterclockwise around the ring, is
\[
\gamma_s=s\pi(1-x)\quad\text{modulo }2\pi .
\]

### Lemma 1: the form of the spin-orbit coupling

**Lemma 1.** Within the doublet at \(q=0\), the spin-dependent Hamiltonian is \(\tfrac12\Delta\,\sigma_y s\), where \(s=\pm1\) labels the spin projection on the threefold axis.

**Proof.** Write the spin-dependent part as \(\sum_k A_k s_k\), with Hermitian orbital operators \(A_k\). Time reversal changes the sign of every \(s_k\) and complex-conjugates orbital matrices in a real basis. Invariance requires \(A_k^*=-A_k\), so \(A_k\) is imaginary. An imaginary Hermitian matrix is antisymmetric, and a two-by-two antisymmetric matrix is a multiple of \(\sigma_y\). Hence \(A_k=c_k\sigma_y\) with real \(c_k\), and the coupling is \(\sigma_y\,\mathbf c\cdot\mathbf s\).

The threefold operation rotates the orbitals by \(\mathcal R\), which commutes with \(\sigma_y\). It also rotates \(\mathbf s\) about \(z\) by \(120^\circ\). The coupling is invariant if \(\mathbf c\) is unchanged by that rotation, so \(c_x=c_y=0\). The remaining term is \(c_z\sigma_y s_z\), with eigenvalues \(\pm c_z\). Put \(\Delta=2|c_z|\), and let \(s\) be the eigenvalue of \(s_z\) times the sign of \(c_z\). This proves the form stated. \(\square\)

A vertical mirror reverses both \(\sigma_y\) and \(s_z\) and so permits their product. An enumeration of the sixteen products of orbital and spin matrices confirms the result: symmetry leaves two independent operators, the unit operator and \(\sigma_y s_z\).

**Remark on cubic symmetry.** In a cubic group several non-parallel threefold axes exist. A threefold operation on a real orbital pair has a determinant whose cube is 1, hence determinant 1. It is a rotation and commutes with \(\sigma_y\). The vector \(\mathbf c\) would have to lie along all these axes at once, so it vanishes. A cubic E term has no spin-orbit splitting in first order, and the theorem does not describe it with a nonzero \(\Delta\).

**Remark on the neglected dependence on \(q\).** The coefficient of \(\sigma_y s_z\) cannot change linearly in \(\mathbf q\), because that product is invariant under the threefold rotation while \(\mathbf q\) is not. Linear terms containing \(\sigma_y s_x\) and \(\sigma_y s_y\) are different: both \((s_x,s_y)\) and \(\mathbf q\) are of type E, and an invariant can be formed. If there is a horizontal mirror plane and the mode lies in that plane, these terms vanish, since the reflection reverses \(s_x\) and \(s_y\) but leaves \(\sigma_y\) and \(\mathbf q\) unchanged. A twofold rotation about \(z\), as in \(C_{6v}\), removes them as well, because it reverses \(s_x\) and \(s_y\) and leaves \(\sigma_y\) and the active mode unchanged. Without either operation, as in \(C_{3v}\), their neglect is an additional approximation. They would mix the two spin blocks.

### Lemma 2: the two surfaces

**Lemma 2.** Each spin block has the energies

\[
W_\pm(q)=\tfrac12\hbar\omega q^2\pm R,\qquad R=\sqrt{f^2q^2+\tfrac14\Delta^2}.
\]

**Proof.** Let \(h_s=f q_x\sigma_z+f q_y\sigma_x+\tfrac12\Delta s\sigma_y\). In its square, each cross term contains an anticommutator of two different Pauli matrices, which is zero. Each squared Pauli matrix is the unit matrix, and \(s^2=1\). Therefore

\[
h_s^2=f^2q_x^2+f^2q_y^2+\tfrac14\Delta^2=R^2 .
\]

The eigenvalues are \(R\) or \(-R\). Since \(h_s\) has zero trace, both occur once. Adding the elastic energy gives the result. \(\square\)

The energies do not depend on \(s\), so each surface is doubly degenerate. This is the Kramers degeneracy of an odd number of electrons. The two surfaces are separated by \(2R\ge\Delta\), and the conical intersection present at \(\Delta=0\) has been opened.

### Proof of part (a)

Because \(dR/dq=f^2q/R\), the slope of the lower surface is

\[
\frac{dW_-}{dq}=q\Big(\hbar\omega-\frac{f^2}{R}\Big).
\]

It vanishes at \(q=0\), or where \(R=f^2/\hbar\omega=2E_{\rm JT}\). Note that \(R\) increases with \(q\) from its smallest value \(\Delta/2=2E_{\rm JT}x\).

Suppose \(x<1\). Then \(R=2E_{\rm JT}\) is reached at a positive radius \(q_0\), given by

\[
f^2q_0^2=4E_{\rm JT}^2-\tfrac14\Delta^2=4E_{\rm JT}^2(1-x^2).
\]

Since \(2E_{\rm JT}/f=f/\hbar\omega\), the positive root is the radius in the theorem. For \(0<q<q_0\) we have \(R<2E_{\rm JT}\), the term \(f^2/R\) exceeds \(\hbar\omega\), and the slope is negative. For \(q>q_0\) the slope is positive. The ring is therefore the global minimum.

Suppose \(x\ge1\). For every \(q>0\), \(R>\Delta/2\ge2E_{\rm JT}\), so the slope is positive. The surface rises in every direction from \(q=0\), which is its single minimum. This argument includes the equality \(x=1\). \(\square\)

The expansion near the origin shows how the change happens. From \(\sqrt{1+u}=1+u/2-u^2/8+\dots\) with \(u=4f^2q^2/\Delta^2\),

\[
W_-=-\frac{\Delta}{2}+\frac12\hbar\omega\Big(1-\frac1x\Big)q^2+\frac{f^4}{\Delta^3}q^4+\dots ,
\]

where \(2f^2/\Delta=4E_{\rm JT}\hbar\omega/\Delta=\hbar\omega/x\) was used. The curvature changes sign at \(x=1\). There the surface is quartic near the origin, with a positive coefficient. The radius \(q_0\) goes to zero continuously as \(\sqrt{2(1-x)}\,f/\hbar\omega\).

### Proof of part (b)

On the ring the elastic energy is

\[
\tfrac12\hbar\omega q_0^2=\frac{f^2}{2\hbar\omega}(1-x^2)=E_{\rm JT}(1-x^2),
\]

while \(-R=-2E_{\rm JT}\). Their sum is \(W_-(q_0)=-E_{\rm JT}(1+x^2)\). At the origin \(W_-(0)=-\Delta/2=-2E_{\rm JT}x\). The difference is

\[
D=W_-(0)-W_-(q_0)=E_{\rm JT}(1-2x+x^2)=E_{\rm JT}(1-x)^2 .\qquad\square
\]

The total energy on the ring falls as \(\Delta\) grows, but the energy at the symmetric point falls faster. This is how spin-orbit coupling removes the distortion.

### Numbers for the surfaces

Choose the round model parameters \(\hbar\omega=50\) meV, \(f=100\) meV and \(\Delta=120\) meV, which represent no particular material. Then \(E_{\rm JT}=100^2/(2\times50)=100\) meV, the threshold is \(\Delta=400\) meV, and \(x=120/400=0.30\). The ring radius is

\[
q_0=2\sqrt{1-0.30^2}=1.908 ,
\]

compared with 2 in the absence of spin-orbit coupling. The radius has shrunk by less than 5 percent. The depth has been roughly halved:

\[
D=100\,(1-0.30)^2=49\ \text{meV},
\]

which is the difference between \(-60\) meV at the origin and \(-109\) meV on the ring. At small \(x\) the reduction of the depth is linear in \(x\) and that of the radius is quadratic, so the depth responds first.

The curvature at the origin is \(50(1-1/0.30)=-117\) meV. For \(\Delta=500\) meV, where \(x=1.25\), it is \(50(1-1/1.25)=10\) meV. The symmetric point is then stable, although much softer than the bare mode. A numerical search for the minimum in the plane confirms the radius and depth on both sides of the threshold.

**Remark on calculations.** A scalar-relativistic treatment omits spin-dependent terms and, within this model, gives the stabilization energy \(E_{\rm JT}\). A two-component treatment that includes spin-orbit coupling gives the smaller depth \(D\). The threshold contains \(E_{\rm JT}\), not \(D\). In the example, inserting \(D\) would place the threshold at \(4\times49=196\) meV instead of 400 meV.

## Second half: the Berry phase and its effect on the levels

### Symbols and results carried over

The coordinates \((q_x,q_y)\) have polar form \((q,\varphi)\), \(\hbar\omega\) is the vibrational quantum, \(f\) the linear coupling, and \(\Delta\) the spin-orbit splitting at \(q=0\). Further, \(E_{\rm JT}=f^2/(2\hbar\omega)\) and \(x=\Delta/(4E_{\rm JT})\). In the spin block \(s=\pm1\), the electronic matrix is

\[
h_s=f(q_x\sigma_z+q_y\sigma_x)+\tfrac12\Delta s\sigma_y ,
\]

with eigenvalues \(\pm R\), \(R=\sqrt{f^2q^2+\Delta^2/4}\). For \(x<1\) the lower surface has a ring of minima at \(q_0=(f/\hbar\omega)\sqrt{1-x^2}\), where \(R=2E_{\rm JT}\). Its depth below the symmetric point is \(D=E_{\rm JT}(1-x)^2\).

For a normalized eigenvector \(|u(\varphi)\rangle\) that returns to itself around a loop, the Berry phase is defined as

\[
\gamma=i\oint\langle u|\partial_\varphi u\rangle\,d\varphi .
\]

Loops are traversed counterclockwise. Multiplying \(|u\rangle\) by \(e^{in\varphi}\), with integer \(n\), changes \(\gamma\) by \(-2\pi n\), so the phase is defined modulo \(2\pi\).

### Lemma 3: the phase on a circle

**Lemma 3.** For \(\Delta>0\), on a circle of radius \(q\) about the origin,

\[
\gamma_s(q)=s\pi\Big(1-\frac{\Delta}{2R}\Big)\quad\text{modulo }2\pi .
\]

Parts (a) and (b) of the theorem are now proved: the ring of minima exists only for \(\Delta<4E_{\rm JT}\), and its depth is \(E_{\rm JT}(1-x)^2\). It remains to prove Lemma 3, to derive part (c) from it, and to find how the Berry phase affects the vibronic levels.
